\section*{Virial theorems for Coulomb systems in uniform electric and magnetic fields}

An electron bound to a fixed unit charge, in a magnetic field of $0.5$ atomic units ($1.175\times10^5$ T), has in its lowest state with $m=0$ a kinetic energy $T=0.6336$ hartree and a Coulomb energy $V=-1.0808$ hartree. The combination $2T+V$, which vanishes for a Coulomb atom without a field, is $0.1864$ hartree. Differentiating the energy of the state with respect to the field $B$ and multiplying by $2B$ gives the same $0.1864$ hartree. If $T$ is replaced by the average of $p^2/2$ in the symmetric gauge, $0.5870$ hartree, the combination becomes $0.0932$ hartree, half as large. The agreement and the factor of one half both follow from how the parts of the Hamiltonian respond to a change of length scale.

Atomic units are used, the electron has charge $-1$, and the nuclei are fixed. Uniform static fields $F$ (electric) and $B$ (magnetic) point along $z$. A charge $q$ has the energy $-qFz$ in the electric field, so an electron contributes $+Fz$. For $N$ electrons without a spin term,
\begin{equation}
H=\hat T(B)+V_C+FD,\qquad \hat T(B)=\sum_{i=1}^N\tfrac12\left[\mathbf p_i+\mathbf A(\mathbf r_i)\right]^2,
\label{H}
\end{equation}
where $\mathbf A(\mathbf r)=\frac12\mathbf B\times\mathbf r=\frac B2(-y,x,0)$ and
\begin{equation}
D=\sum_i z_i-\sum_A Z_Az_A .
\end{equation}
The operator $V_C$ contains all Coulomb interactions, including the repulsion between nuclei. The energies $T=\langle\hat T\rangle$ and $V=\langle V_C\rangle$ are averages in a normalized state. The electric-field energy $F\langle D\rangle$ is not part of $V$, so that
\begin{equation}
E=T+V+F\langle D\rangle .
\label{sum}
\end{equation}

The kinetic energy in (\ref{H}) is the mechanical one, built from $\boldsymbol\pi=\mathbf p+\mathbf A$, which is the velocity in these units. It does not depend on the gauge. If $\mathbf A'=\mathbf A+\nabla\chi$ and $\psi'=e^{-i\chi}\psi$, then $\mathbf p\,e^{-i\chi}\psi=e^{-i\chi}(\mathbf p-\nabla\chi)\psi$, and therefore
\begin{equation}
(\mathbf p+\mathbf A')\psi'=e^{-i\chi}(\mathbf p-\nabla\chi+\mathbf A+\nabla\chi)\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi .
\label{gauge}
\end{equation}
The phase drops out of $\frac12\|\boldsymbol\pi\psi\|^2$. For several electrons the same step applies to each coordinate, with the phase $\exp[-i\sum_i\chi(\mathbf r_i)]$.

Consider first an atom with its nucleus at the origin, in a normalizable eigenstate $\psi$ with energy $E$. Compress or stretch this state by a real factor $\lambda>0$:
\begin{equation}
\psi_\lambda(\mathbf r_1,\ldots,\mathbf r_N)=\lambda^{3N/2}\psi(\lambda\mathbf r_1,\ldots,\lambda\mathbf r_N).
\label{dilate}
\end{equation}
The prefactor cancels the Jacobian $\lambda^{-3N}$ of the substitution $\mathbf u_i=\lambda\mathbf r_i$, so the norm stays equal to one. Let $w(\lambda)=\langle\psi_\lambda|H|\psi_\lambda\rangle$, with $H$ held fixed, and let $\dot\psi$ be the derivative of $\psi_\lambda$ at $\lambda=1$. A bound state decays fast enough for the boundary terms to vanish when $H$ is moved to the other side of the scalar product. Hence
\begin{align}
w'(1)&=\langle\dot\psi|H\psi\rangle+\langle H\psi|\dot\psi\rangle
=E\left(\langle\dot\psi|\psi\rangle+\langle\psi|\dot\psi\rangle\right)\nonumber\\
&=E\,\frac{d}{d\lambda}\langle\psi_\lambda|\psi_\lambda\rangle\Big|_{\lambda=1}=0 .
\label{stationary}
\end{align}

The same function can be computed explicitly. In the variable $\mathbf u=\lambda\mathbf r$, a derivative with respect to $\mathbf r$ is $\lambda$ times a derivative with respect to $\mathbf u$. The vector potential is linear in position, so $\mathbf A(\mathbf u/\lambda)=\mathbf A(\mathbf u)/\lambda$, and
\begin{equation}
\mathbf p+\mathbf A\;\longrightarrow\;\lambda\mathbf p+\frac{\mathbf A}{\lambda}
=\lambda\left(\mathbf p+\frac{\mathbf A}{\lambda^2}\right).
\end{equation}
Since $\mathbf A$ is proportional to $B$, the bracket is the mechanical momentum in a field $B/\lambda^2$. Each Coulomb term is an inverse distance and acquires a factor $\lambda$; the dipole operator is a length and acquires $\lambda^{-1}$. Thus
\begin{equation}
w(\lambda)=\lambda^2\langle\hat T(B/\lambda^2)\rangle+\lambda V+\lambda^{-1}F\langle D\rangle ,
\label{w}
\end{equation}
where the averages are taken in the original state. At $\lambda=1$ the derivative of $B/\lambda^2$ is $-2B$. The product rule and (\ref{stationary}) then give
\begin{equation}
2T-2B\left\langle\frac{\partial\hat T}{\partial B}\right\rangle+V-F\langle D\rangle=0 .
\label{raw}
\end{equation}

The remaining averages are derivatives of the energy. Follow a differentiable branch of normalized eigenstates, chosen within one symmetry class if levels of different symmetry cross. For a parameter $g$ in $H$,
\begin{equation}
\frac{\partial E}{\partial g}=\left\langle\frac{\partial H}{\partial g}\right\rangle
+E\frac{\partial}{\partial g}\langle\psi|\psi\rangle
=\left\langle\frac{\partial H}{\partial g}\right\rangle ,
\label{HF}
\end{equation}
because the two terms in which the state is differentiated combine as in (\ref{stationary}). This is the Hellmann--Feynman theorem. It gives $\partial E/\partial F=\langle D\rangle$ and $\partial E/\partial B=\langle\partial\hat T/\partial B\rangle$, and (\ref{raw}) becomes
\begin{equation}
2T+V=F\frac{\partial E}{\partial F}+2B\frac{\partial E}{\partial B}.
\label{main}
\end{equation}
With one field switched off, this reduces to
\begin{equation}
2T+V=F\frac{dE}{dF}\quad(B=0),\qquad
2T+V=2B\frac{dE}{dB}\quad(F=0).
\label{two}
\end{equation}
The magnetic statement is now proved for bound states. The electric statement needs a further argument, given below, because a uniform electric field leaves no true bound states.

The factors in (\ref{two}) are the scaling exponents in (\ref{w}): the dipole operator scales as $\lambda^{-1}$ and the field argument of $\hat T$ as $\lambda^{-2}$. The electric factor also depends on where the field energy is counted. If $U=V+F\langle D\rangle$ denotes all the energy that is not kinetic, adding $F\langle D\rangle=F\,dE/dF$ to both sides of the electric law gives $2T+U=2F\,dE/dF$, which has the form of the magnetic law, although its factor of two is the exponent one plus the added term and not a scaling exponent. In the magnetic case there is no separate field energy to move: the field acts inside $T$.

To see this in detail, expand the square for one electron. Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p\cdot\mathbf A$ and $\mathbf A\cdot\mathbf p$ are equal, and
\begin{align}
\tfrac12(\mathbf p+\mathbf A)^2&=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2\nonumber\\
&=\tfrac12p^2+\frac B2L_z+\frac{B^2}{8}\rho^2,
\label{expand}
\end{align}
with $L_z=xp_y-yp_x$ and $\rho^2=x^2+y^2$. Call the three averages $K$, $P$ and $Q$, so that $T=K+P+Q$. Under the dilation they scale as $\lambda^2$, $\lambda^0$ and $\lambda^{-2}$, while $V$ scales as $\lambda$. Stationarity therefore reads $2K-2Q+V=0$. By (\ref{HF}), $B\,dE/dB=P+2Q$, since $P$ comes from a term linear in $B$ and $Q$ from a quadratic one. Hence
\begin{align}
2K+V&=2Q=B\frac{dE}{dB}-P,\label{canonical}\\
2T+V&=(2K+V)+2P+2Q=2P+4Q=2B\frac{dE}{dB}.\label{parts}
\end{align}

For the state with $m=0$ at $B=0.5$, $P=0$ and $Q=0.04660$ hartree. The canonical combination is $2Q=0.0932$ hartree and the mechanical one is $4Q=0.1864$ hartree, or $5.072$ eV. This is the factor of one half noted at the start, and it rests on $P=0$. In the lowest state with $m=-1$ at the same field, $P=Bm/2=-0.2500$ and $Q=0.18378$ hartree, so
\begin{align}
2K+V&=2(0.18378)=0.3676\ \text{hartree},\nonumber\\
2T+V&=2(-0.2500)+4(0.18378)=0.2351\ \text{hartree}.
\end{align}
The second number agrees with the separately differentiated $2B\,dE/dB=0.2351$ hartree ($6.398$ eV). Here the canonical combination is the larger of the two, so no fixed factor connects them.

The canonical average also changes with the gauge. Taking $\chi=-Bxy/2$ leads from the symmetric gauge to the Landau gauge $\mathbf A'=(-By,0,0)$, and $K$ becomes $\langle(\mathbf p-\nabla\chi)^2\rangle/2$. For a real wave function, such as that of the $m=0$ state, the cross term vanishes: it is the average of a Hermitian operator that is purely imaginary. What remains is $K+\frac12\langle|\nabla\chi|^2\rangle=K+Q$, because $|\nabla\chi|^2=B^2\rho^2/4$. For that state $K+Q$ equals $T$, so in the Landau gauge the canonical average happens to give the right answer. The mechanical energy gives it in every gauge, by (\ref{gauge}).

Two limits of the magnetic law are useful. For a one-electron state with $m\neq0$ in a weak field, $P$ is of first order in $B$ and $Q$ of second, so $2T+V\simeq Bm$. It is negative for $m=-1$. For the lowest such state the correction $4Q\approx12B^2$ is already about an eighth of $|Bm|$ at $B=0.01$, and the diamagnetic term reverses the sign near $B=0.14$, well below the $B=0.5$ used above. In the opposite extreme, drop the Coulomb potential and consider only the motion in the plane perpendicular to $\mathbf B$. The proof holds in two dimensions, since the dimension enters only the normalization of (\ref{dilate}). The Landau energies $E=B(n+\frac12)$ are entirely kinetic, so $2T=2E=2B\,dE/dB$, as required.

With $F=0$, (\ref{sum}) reads $E=T+V$. Subtracting this from the magnetic law leaves
\begin{equation}
T=2B\frac{dE}{dB}-E,\qquad V=E-T=2E-2B\frac{dE}{dB}.
\end{equation}
The energy as a function of field thus fixes both parts. For $m=0$, $E=-0.4472$ hartree gives $T=0.1864+0.4472=0.6336$ hartree, the value quoted at the beginning.

In an electric field, the potential energy $Fz$ of an electron decreases without limit as $z\to-\infty$. An electron can tunnel out, and a state bound at $F=0$ becomes a resonance. The derivation of (\ref{raw}) assumed a normalizable eigenstate, so the electric law needs a definition of its averages. There are two that make it precise.

The first is the perturbation series. Start from an isolated, nondegenerate bound level and write
\begin{equation}
E=\sum_nE_nF^n,\qquad \psi=\sum_n\psi_nF^n .
\end{equation}
The coefficients $\psi_n$ are normalizable, and the eigenvalue equation and the normalization hold separately at each power of $F$. Equations (\ref{stationary})--(\ref{HF}) use nothing else, so they hold as identities between power series, whether or not the series converge. The coefficient of $F^n$ in $F\,dE/dF$ is $nE_n$. The law and (\ref{sum}) become
\begin{equation}
2T_n+V_n=nE_n,\qquad T_n+V_n+nE_n=E_n .
\end{equation}
Subtracting the second from the first gives $T_n-nE_n=(n-1)E_n$, and then $V_n=nE_n-2T_n$:
\begin{equation}
T_n=(2n-1)E_n,\qquad V_n=(2-3n)E_n .
\label{orders}
\end{equation}

For one electron and a unit charge at the origin, $E_2$ can be found in closed form. The unperturbed state is $\psi_0=e^{-r}/\sqrt\pi$ with $E_0=-\frac12$, and $E_1=0$ by parity. The first-order state satisfies $(H_0-E_0)\psi_1=-z\psi_0$. Writing $\psi_1=g\psi_0$ and using $\nabla\psi_0=-(\mathbf r/r)\psi_0$,
\begin{equation}
(H_0-E_0)g\psi_0=\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}\right)\psi_0 .
\end{equation}
Try $g=-z-zr/2$. Because $\nabla^2z=0$ and $\nabla^2(zr)=4z/r$, the first term is $z/r$; the second is $-z/r-z$. Their sum is $-z$, as needed. With $\langle z^2r^k\rangle=\langle r^{k+2}\rangle/3$, $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$,
\begin{align}
E_2&=\langle\psi_0|z|\psi_1\rangle=-\frac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)\nonumber\\
&=-\frac13\left(3+\frac{15}{4}\right)=-\frac94 .
\end{align}
Equation (\ref{orders}) then predicts $T_2=3E_2=-6.75$ and $V_2=-4E_2=9$ atomic units. The program finds these values from the perturbed states, without using the virial theorem. The field energy contributes $2E_2=-4.5$, and the sum is $-6.75+9-4.5=-2.25$. To this order the field reduces the average of $1/r$ and also the kinetic energy. The Coulomb energy rises by more than the kinetic energy falls, and the field energy pays the difference and lowers the total.

Every coefficient of this series is real, so no finite order contains the decay. The second definition includes it. For an atom with its nucleus at the origin, continue all electron coordinates to $e^{i\theta}\mathbf r$. The Hamiltonian at $B=0$ becomes
\begin{equation}
H_\theta=e^{-2i\theta}\hat T+e^{-i\theta}V_C+e^{i\theta}FD .
\label{rotated}
\end{equation}
On the side where the electron escapes, with $s$ the distance along the field axis, the leading exponential of the outgoing wave is $\exp[\frac{2i}{3}\sqrt{2F}\,s^{3/2}]$. After the continuation its modulus is $\exp[-\frac23\sqrt{2F}\,s^{3/2}\sin(3\theta/2)]$. On the opposite side the decaying exponential keeps its decay if $\cos(3\theta/2)>0$. For $0<\theta<\pi/3$ the resonance is therefore represented by a normalizable function. Its complex energy $E=E_r-i\Gamma/2$, with $\Gamma$ the decay width, is the same for each such $\theta$, since the continuation changes the coordinates in the wave equation and not the eigenvalue.

The operator $H_\theta$ is not Hermitian, but it is symmetric under the product without complex conjugation, $(f|g)=\int fg$. Normalize the state by $(\psi|\psi)=1$, which requires that $(\psi|\psi)$ not vanish. The argument of (\ref{HF}) then applies with this product, and the constancy of $E$ gives
\begin{align}
0=\frac{dE}{d\theta}&=-2ie^{-2i\theta}(\psi|\hat T\psi)-ie^{-i\theta}(\psi|V_C\psi)\nonumber\\
&\quad+ie^{i\theta}F(\psi|D\psi).
\end{align}
Define $T=e^{-2i\theta}(\psi|\hat T\psi)$ and $V=e^{-i\theta}(\psi|V_C\psi)$. Differentiating with respect to $F$ gives $dE/dF=e^{i\theta}(\psi|D\psi)$. Multiplying the previous equation by $i$ yields $2T+V-F\,dE/dF=0$, the electric law for the complex energy. These $T$ and $V$ are complex; their real parts are not averages over a probability density.

At $F=0.1$ atomic units ($5.142\times10^{10}$ V/m), the one-electron resonance has $E=-0.52742-0.00727i$ hartree, hence $\Gamma=0.01454$ hartree. The averages are $T=0.42690-0.05734i$ and $V=-0.90406+0.08238i$ hartree. Then
\begin{align}
2T+V&=(0.85380-0.90406)+(-0.11468+0.08238)i\nonumber\\
&=-0.05026-0.03230i\ \text{hartree}.
\end{align}
The energy derivative gives $F\,dE/dF=-0.05026-0.03231i$ hartree, or $-1.3676-0.8791i$ eV; the last digit of the imaginary part differs through the rounding of the inputs. Second-order perturbation theory would give $2E_2F^2=-0.0450$ hartree, which misses the real part by $0.0053$ hartree, about a tenth of its magnitude, and has no imaginary part.

In a molecule with clamped nuclei at $\mathbf R_A$, dilating the electrons alone does not multiply $V_C$ by $\lambda$, because the distances to the nuclei do not scale uniformly. Let the nuclei move to $\mathbf R_A/\lambda$ along with the electrons. Then $w(\lambda)=\langle\psi_\lambda|H(\mathbf R/\lambda)|\psi_\lambda\rangle$ again has the form (\ref{w}), and its derivative at $\lambda=1$ is the left side of (\ref{raw}). That derivative is no longer zero. The change of the electronic state contributes nothing, by (\ref{stationary}), but the explicit motion of the nuclei contributes $-\sum_A\mathbf R_A\cdot\langle\partial H/\partial\mathbf R_A\rangle$. With (\ref{HF}),
\begin{equation}
2T+V=F\frac{\partial E}{\partial F}+2B\frac{\partial E}{\partial B}
-\sum_A\mathbf R_A\cdot\frac{\partial E}{\partial\mathbf R_A}.
\label{molecule}
\end{equation}
For $F\neq0$ this is meant order by order in $F$. The last term vanishes when the force $-\partial E/\partial\mathbf R_A$ on every nucleus is zero. It can matter even for a single ion: with net charge $q$ and nucleus at height $z_A$, the energy contains $-qFz_A$, which is why the nucleus was placed at the origin.

Equation (\ref{molecule}) also holds for a variational state in a finite basis, provided the energy is stationary with respect to a common inverse length $\eta$, on which a basis function centred at $\mathbf R_A$ depends as $\phi(\eta(\mathbf r-\mathbf R_A))$. Dilating such a state, with the nuclei moved to $\mathbf R_A/\lambda$, gives a trial state of the basis with scale $\lambda\eta$ centred on the moved nuclei. The expansion coefficients and $\eta$ are both stationary, so only the motion of the nuclei contributes to first order. Here $\partial E/\partial\mathbf R_A$ is the derivative of the variational energy with the basis functions carried along with the nuclei, which in a finite basis differs in general from $\langle\partial H/\partial\mathbf R_A\rangle$. This was tested for two interacting electrons and two fixed unit charges $2$ bohr apart, with $F=0.05$ and $B=0.3$ along the axis. Full diagonalization in a small Gaussian basis gives
\begin{align}
2T+V&=2(1.035027)-2.114624=-0.044570,\nonumber\\
-0.025010&+0.154695-0.174255=-0.044570
\end{align}
in hartree, where the second line lists the three terms on the right of (\ref{molecule}). The basis is too small for the energies to be taken as converged; the test concerns the balance between them. In the larger aug-cc-pVTZ basis $F\,\partial E/\partial F$, $2B\,\partial E/\partial B$ and $R\,dE/dR$ become $-0.0265$, $0.1522$ and $0.1742$ hartree, and the right side moves from $-0.0446$ to about $-0.048$ hartree, so these numbers are uncertain in the third decimal. With one charge at the origin and the other at height $R$ on the axis, the sum over nuclei in (\ref{molecule}) is $R\,dE/dR$. The positive $R\,dE/dR=0.174255$ hartree means that the charges are pulled together at this separation, and without this term the balance would fail.

Spin alters the magnetic law in a simple way. A Zeeman term proportional to $BS_z$ commutes with $H$ and adds an energy $E_Z$ linear in $B$, leaving $T$ and $V$ of the given state unchanged. If $E$ now includes $E_Z$, then $B\,dE/dB$ has increased by $E_Z$, and
\begin{equation}
2T+V=2B\frac{dE}{dB}-2E_Z .
\end{equation}
The magnetic moment of the spin contributes to the derivative of the energy without contributing to the kinetic energy of the orbital motion. The numerical check that accompanies this derivation uses the spinless Hamiltonian (\ref{H}) throughout.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ONE ELECTRON, FIXED UNIT CHARGE
zero-field energy = -0.500000 hartree
Coefficients of F^2 (atomic units)
energy E2 = -2.250000
kinetic T2 = -6.750000
Coulomb V2 = 9.000000
electric-field energy = -4.500000
ELECTRIC RESONANCE
F = 0.100 a.u. = 5.14221e+10 V/m
scaling angle = 0.40 rad
E = -0.5274182 -0.0072691i hartree
width -2 Im E = 0.0145381 hartree
T = 0.4268998 -0.0573421i hartree
V = -0.9040588 +0.0823787i hartree
2T+V = -0.0502592 -0.0323056i hartree
F dE/dF = -0.0502592 -0.0323056i hartree
2T+V = -1.3676217 -0.8790799i eV
electric mismatch = 1.3e-10 hartree
change of E at angle 0.50 rad = 1.1e-12 hartree
MAGNETIC BOUND STATES
B = 0.500 a.u. = 1.17526e+05 T
m=0: E = -0.4472105 hartree
m=0: canonical <p^2/2> = 0.5870066 hartree
m=0: paramagnetic P = 0.0000000 hartree
m=0: diamagnetic Q = 0.0465987 hartree
m=0: mechanical T = 0.6336053 hartree
m=0: V = -1.0808159 hartree
m=0: 2T+V = 0.1863948 hartree = 5.07206 eV
m=0: 2B dE/dB = 0.1863948 hartree
m=0: canonical 2<p^2/2>+V = 0.0931974 hartree
m=0: mismatch = 4.1e-12 hartree
m=-1: E = -0.0994773 hartree
m=-1: canonical <p^2/2> = 0.4008143 hartree
m=-1: paramagnetic P = -0.2500000 hartree
m=-1: diamagnetic Q = 0.1837790 hartree
m=-1: mechanical T = 0.3345934 hartree
m=-1: V = -0.4340706 hartree
m=-1: 2T+V = 0.2351161 hartree = 6.39783 eV
m=-1: 2B dE/dB = 0.2351161 hartree
m=-1: canonical 2<p^2/2>+V = 0.3675580 hartree
m=-1: mismatch = 8.7e-09 hartree
TWO ELECTRONS, TWO FIXED UNIT CHARGES
F = 0.050 a.u.; B = 0.300 a.u.; R = 2.000 bohr
stationary basis scale = 0.895995
E = -1.1046068 hartree
T = 1.0350271 hartree; V = -2.1146240 hartree
2T+V = -0.0445699 hartree
F dE/dF = -0.0250099 hartree
2B dE/dB = 0.1546952 hartree
R dE/dR = 0.1742552 hartree
clamped-nuclei mismatch = 1.3e-11 hartree
\end{verbatim}
